# Exact First Derivatives from Dual Numbers, with LDA Exchange and Helium: verification in Python

```python
"""
Result under test: running a program on x + eps, with eps**2 = 0, returns
f(x) + f'(x) eps, without truncation error, if each operation is
differentiable where it is used and the branch taken is locally fixed.
Applications (Hartree atomic units):
  e_x(n) = -(3/4)(3/pi)**(1/3) n**(4/3)   LDA exchange energy per volume
  v_x    = d e_x / d n = -(3 n/pi)**(1/3)
  E(zeta) = zeta**2 - 27 zeta/8           helium, both electrons in a 1s
            orbital sqrt(zeta**3/pi) exp(-zeta r); minimum at zeta = 27/16
Symbols: n density, r distance from the nucleus, zeta orbital exponent.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import expm, logm, inv
from scipy.optimize import minimize_scalar
from pyscf.dft import libxc


class Dual:
    """value + slope*eps; both parts may be numbers or numpy arrays."""
    __array_ufunc__ = None  # lets numpy operands defer to this class

    def __init__(self, value, slope=0.0):
        self.value, self.slope = value, slope

    @staticmethod
    def lift(x):
        return x if isinstance(x, Dual) else Dual(x)

    def __add__(self, other):
        other = Dual.lift(other)
        return Dual(self.value + other.value, self.slope + other.slope)

    __radd__ = __add__

    def __neg__(self):
        return Dual(-self.value, -self.slope)

    def __sub__(self, other):
        return self + (-Dual.lift(other))

    def __rsub__(self, other):
        return Dual.lift(other) + (-self)

    def __mul__(self, other):
        other = Dual.lift(other)
        return Dual(self.value * other.value,
                    self.value * other.slope + self.slope * other.value)

    __rmul__ = __mul__

    def __truediv__(self, other):
        other = Dual.lift(other)
        return Dual(self.value / other.value,
                    (self.slope * other.value - self.value * other.slope)
                    / other.value**2)

    def __rtruediv__(self, other):
        return Dual.lift(other) / self

    def __pow__(self, p):
        return Dual(self.value**p, p * self.value**(p - 1) * self.slope)


def exp(x):
    if isinstance(x, Dual):
        e = np.exp(x.value)
        return Dual(e, e * x.slope)
    return np.exp(x)


def log(x):
    if isinstance(x, Dual):
        return Dual(np.log(x.value), x.slope / x.value)
    return np.log(x)


def total(x):
    if isinstance(x, Dual):
        return Dual(np.sum(x.value), np.sum(x.slope))
    return np.sum(x)


# --- General rule: composite function, two independent references ---------
def composite(x, exp_, log_):
    return log_(1 + x * x) * exp_(-x) / (x + 2)


x0 = 1.5
f_dual = composite(Dual(x0, 1.0), exp, log)
mp.mp.dps = 50
f_slope_ref = mp.diff(lambda x: composite(x, mp.exp, mp.log), mp.mpf(x0))
assert abs(f_dual.slope - float(f_slope_ref)) < 1e-14

identity = np.eye(2)
X = np.array([[x0, 1.0], [0.0, x0]])
F = logm(identity + X @ X) @ expm(-X) @ inv(X + 2 * identity)
assert abs(F[0, 0] - f_dual.value) < 1e-11
assert abs(F[0, 1] - f_dual.slope) < 1e-11
assert abs(F[1, 0]) < 1e-12


# --- Limits of the rule ---------------------------------------------------
def square_with_branch(x):
    real_part = x.value if isinstance(x, Dual) else x
    return 0.0 * x + 1.0 if real_part == 1.0 else x * x


branch_slope = square_with_branch(Dual(1.0, 1.0)).slope
branch_true = (square_with_branch(1.001) - square_with_branch(0.999)) / 0.002
assert abs(branch_true - 2.0) < 1e-9 and branch_slope == 0.0

zero = Dual(0.0, 1.0)
zero_slope = (zero**(4 / 3)).slope
assert zero_slope == 0.0
factored_form_fails = False
try:
    zero * zero**(1 / 3)
except ZeroDivisionError:
    factored_form_fails = True
assert factored_form_fails


# --- Helium energy from its defining integrals ----------------------------
def helium_terms(zeta, n_radial=60, n_inner=40, r_max=20.0):
    """Kinetic, nuclear and repulsion energy by Gauss-Legendre quadrature."""
    x, wx = np.polynomial.legendre.leggauss(n_radial)
    y, wy = np.polynomial.legendre.leggauss(n_inner)
    r, wr = r_max * (x + 1) / 2, r_max * wx / 2
    t, wt = (y + 1) / 2, wy / 2

    def orbital(s):
        return (zeta**3 / np.pi)**0.5 * exp(-zeta * s)

    def shell(s):
        return 4 * np.pi * s**2 * orbital(s)**2

    radial_derivative = -zeta * orbital(r)
    kinetic = total(wr * 4 * np.pi * r**2 * radial_derivative**2)
    nuclear = -4 * total(wr / r * shell(r))
    # inner radius s = r t, so that ds/r = dt
    outer = r[:, None]
    weights = wr[:, None] * wt[None, :]
    repulsion = 2 * total(weights * shell(outer) * shell(outer * t[None, :]))
    return kinetic, nuclear, repulsion


def helium_energy(zeta, **grid):
    kinetic, nuclear, repulsion = helium_terms(zeta, **grid)
    return kinetic + nuclear + repulsion


energies = {}
for z in (1.0, 1.5, 2.0):
    terms = helium_terms(Dual(z, 1.0))
    formulas = ((z**2, 2 * z), (-4 * z, -4.0), (5 * z / 8, 5 / 8))
    for term, (value, slope) in zip(terms, formulas):
        assert abs(term.value - value) < 1e-11
        assert abs(term.slope - slope) < 1e-11
    energies[z] = terms[0] + terms[1] + terms[2]
    assert abs(energies[z].value - (z**2 - 27 * z / 8)) < 1e-11
    assert abs(energies[z].slope - (2 * z - 27 / 8)) < 1e-11
terms_mid = helium_terms(Dual(1.5, 1.0))

# One secant step on the slope, against a search that uses energies only
s1, s2 = energies[1.0].slope, energies[2.0].slope
zeta_opt = float(1.0 - s1 * (2.0 - 1.0) / (s2 - s1))
search = minimize_scalar(helium_energy, bounds=(1.0, 2.5), method="bounded",
                         options={"xatol": 1e-8})
assert abs(zeta_opt - 27 / 16) < 1e-11
assert abs(search.x - zeta_opt) < 1e-5  # a flat minimum limits the search
terms_opt = helium_terms(Dual(zeta_opt, 1.0))
energy_opt = terms_opt[0] + terms_opt[1] + terms_opt[2]
assert abs(energy_opt.slope) < 1e-11
assert abs(energy_opt.value + (27 / 16)**2) < 1e-11
assert abs(terms_opt[0].value + energy_opt.value) < 1e-11

# Coarse grid: the slope belongs to the sum, not to the integral
coarse = dict(n_radial=10, n_inner=6)
coarse_dual = helium_energy(Dual(1.5, 1.0), **coarse)
step = 1e-30
coarse_ref = helium_energy(complex(1.5, step), **coarse).imag / step
exact_slope = 2 * 1.5 - 27 / 8
assert abs(coarse_dual.slope - coarse_ref) < 1e-11
assert abs(coarse_dual.slope - exact_slope) > 1e-6


# --- LDA exchange energy density ------------------------------------------
C_X = 0.75 * (3 / np.pi)**(1 / 3)


def exchange_density(n):
    return -C_X * n**(4 / 3)


def helium_density(zeta, r):
    return 2 * zeta**3 / np.pi * exp(-2 * zeta * r)


r0 = 0.5
n0 = float(helium_density(zeta_opt, r0))
for n in (0.01, n0, 3.0):
    ex = exchange_density(Dual(n, 1.0))
    per_electron, potential = libxc.eval_xc("LDA,", np.array([n]), spin=0,
                                            deriv=1)[:2]
    assert abs(ex.value / n - np.ravel(per_electron)[0]) < 1e-10
    assert abs(ex.slope - np.ravel(potential[0])[0]) < 1e-10
    assert abs(ex.slope + (3 * n / np.pi)**(1 / 3)) < 1e-13

power_dual = Dual(n0, 1.0)**(4 / 3)
ex_n = exchange_density(Dual(n0, 1.0))
density_dual = helium_density(Dual(zeta_opt, 1.0), r0)
ex_zeta = exchange_density(density_dual)


def ex_mp(n):
    return -mp.mpf(3) / 4 * mp.cbrt(3 / mp.pi) * n**(mp.mpf(4) / 3)


ex_zeta_ref = float(mp.diff(
    lambda z: ex_mp(2 * z**3 / mp.pi * mp.exp(-2 * z * mp.mpf(r0))),
    mp.mpf(zeta_opt)))
assert abs(ex_zeta.slope - ex_zeta_ref) < 1e-13
chain_formula = ex_n.slope * n0 * (3 / zeta_opt - 2 * r0)
assert abs(chain_formula - ex_zeta_ref) < 1e-13

# Forward differences against the 50-digit derivative
v_ref = mp.diff(ex_mp, mp.mpf(n0))
dual_error = abs(float(mp.mpf(float(ex_n.slope)) - v_ref))
assert dual_error < 2e-15
difference_errors = {}
for h in (1e-2, 1e-5, 1e-8, 1e-12):
    quotient = (exchange_density(n0 + h) - exchange_density(n0)) / h
    difference_errors[h] = abs(float(mp.mpf(float(quotient)) - v_ref))
    assert difference_errors[h] > 1e-12
assert difference_errors[1e-5] < difference_errors[1e-2]
assert difference_errors[1e-12] > difference_errors[1e-8]

# --- Numbers for the text -------------------------------------------------
hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Composite f(x) = ln(1+x^2) exp(-x)/(x+2), pure numbers")
print(f"x = {x0}")
print(f"f, dual value part = {f_dual.value:.10f}")
print(f"f', dual slope part = {f_dual.slope:.10f}")
print(f"f', 50-digit reference = {float(f_slope_ref):.10f}")
print(f"f', matrix model = {F[0, 1]:.10f}")
print(f"x^2 with special branch at x=1: dual slope = {branch_slope:.1f}")
print(f"same function: difference quotient at x=1 = {branch_true:.6f}")
print(f"n^(4/3) at n=0: dual slope = {zero_slope:.1f}")
print(f"n*n^(1/3) at n=0: division by zero = {factored_form_fails}")
print("Helium: energies in hartree, zeta in 1/bohr, slopes in hartree bohr")
for z, e in energies.items():
    print(f"zeta = {z}: E = {e.value:.8f}, dE/dzeta = {e.slope:.8f}")
for name, term in zip(("kinetic", "nuclear", "repulsion"), terms_mid):
    print(f"zeta = 1.5, {name}: {term.value:.8f}, slope {term.slope:.8f}")
print(f"optimal zeta, secant step = {zeta_opt:.8f} 1/bohr")
print(f"optimal zeta, energy-only search = {search.x:.5f} 1/bohr")
print(f"E at optimum = {energy_opt.value:.8f} hartree")
print(f"E at optimum = {energy_opt.value * hartree_ev:.4f} eV")
print(f"kinetic energy at optimum = {terms_opt[0].value:.8f} hartree")
print(f"|dE/dzeta| at optimum = {abs(energy_opt.slope):.1e} hartree bohr")
print(f"coarse grid: {coarse['n_radial']} radial x {coarse['n_inner']} inner")
print(f"coarse E at zeta 1.5 = {coarse_dual.value:.8f} hartree")
print(f"coarse dual slope = {coarse_dual.slope:.8f} hartree bohr")
print(f"coarse complex-step slope = {coarse_ref:.8f} hartree bohr")
print(f"slope of exact integral = {exact_slope:.8f} hartree bohr")
print("LDA exchange at the optimal helium density")
print(f"r = {r0} bohr")
print(f"C = {C_X:.8f} (atomic units)")
print(f"n = {n0:.8f} bohr^-3")
print(f"n^(4/3): value {power_dual.value:.8f} bohr^-4")
print(f"n^(4/3): slope in n {power_dual.slope:.8f} bohr^-1")
print(f"e_x = {ex_n.value:.8f} hartree/bohr^3")
print(f"e_x/n = {ex_n.value / n0:.8f} hartree")
print(f"v_x = de_x/dn = {ex_n.slope:.8f} hartree")
print(f"dn/dzeta at fixed r = {density_dual.slope:.8f} bohr^-2")
print(f"de_x/dzeta at fixed r = {ex_zeta.slope:.8f} hartree/bohr^2")
print(f"error of v_x, dual numbers = {dual_error:.1e} hartree")
for h, err in difference_errors.items():
    print(f"error of v_x, forward step {h:.0e} bohr^-3 = {err:.1e} hartree")
print("verified")
```

Printed output:

```
Composite f(x) = ln(1+x^2) exp(-x)/(x+2), pure numbers
x = 1.5
f, dual value part = 0.0751409937
f', dual slope part = -0.0377623343
f', 50-digit reference = -0.0377623343
f', matrix model = -0.0377623343
x^2 with special branch at x=1: dual slope = 0.0
same function: difference quotient at x=1 = 2.000000
n^(4/3) at n=0: dual slope = 0.0
n*n^(1/3) at n=0: division by zero = True
Helium: energies in hartree, zeta in 1/bohr, slopes in hartree bohr
zeta = 1.0: E = -2.37500000, dE/dzeta = -1.37500000
zeta = 1.5: E = -2.81250000, dE/dzeta = -0.37500000
zeta = 2.0: E = -2.75000000, dE/dzeta = 0.62500000
zeta = 1.5, kinetic: 2.25000000, slope 3.00000000
zeta = 1.5, nuclear: -6.00000000, slope -4.00000000
zeta = 1.5, repulsion: 0.93750000, slope 0.62500000
optimal zeta, secant step = 1.68750000 1/bohr
optimal zeta, energy-only search = 1.68750 1/bohr
E at optimum = -2.84765625 hartree
E at optimum = -77.4887 eV
kinetic energy at optimum = 2.84765625 hartree
|dE/dzeta| at optimum = 2.8e-14 hartree bohr
coarse grid: 10 radial x 6 inner
coarse E at zeta 1.5 = -3.26184720 hartree
coarse dual slope = -2.26043987 hartree bohr
coarse complex-step slope = -2.26043987 hartree bohr
slope of exact integral = -0.37500000 hartree bohr
LDA exchange at the optimal helium density
r = 0.5 bohr
C = 0.73855877 (atomic units)
n = 0.56589979 bohr^-3
n^(4/3): value 0.46807923 bohr^-4
n^(4/3): slope in n 1.10285541 bohr^-1
e_x = -0.34570402 hartree/bohr^3
e_x/n = -0.61089265 hartree
v_x = de_x/dn = -0.81452353 hartree
dn/dzeta at fixed r = 0.44014428 bohr^-2
de_x/dzeta at fixed r = -0.35850787 hartree/bohr^2
error of v_x, dual numbers = 1.8e-16 hartree
error of v_x, forward step 1e-02 bohr^-3 = 2.4e-03 hartree
error of v_x, forward step 1e-05 bohr^-3 = 2.4e-06 hartree
error of v_x, forward step 1e-08 bohr^-3 = 8.7e-09 hartree
error of v_x, forward step 1e-12 bohr^-3 = 8.4e-06 hartree
verified
```
